# Why potential alignment matters for charged but not neutral defects

**Q.** I want to place the charge states of an oxide defect against the band edges of a gate stack. My calculations apply a "potential alignment" term to the charged defects and leave the neutral one alone. Suppose I add a constant to the potential of the defect supercell. Why should any formation energy notice?

**A.** Let us count what the constant does to each particle. I use Hartree atomic units, and "potential" will mean the potential energy of an electron. The defect cell contains $N$ electrons and nuclei of total charge $Z$, so its net charge is $q=Z-N$.

Adding $C$ to the energy of every electron amounts to adding the electrostatic potential $\phi_0=-C$, because an electron has charge $-1$. A nucleus of charge $Z_a$ then gains $Z_a\phi_0=-Z_aC$. Summing over all particles gives

$$
\Delta E_D = NC-\sum_a Z_aC=(N-Z)C=-qC .
$$

There is no factor $1/2$, because $C$ is an external constant and not a potential produced by the particles themselves.

In a neutral cell the electrons and nuclei cancel. In a charged cell they do not, and the energy depends on where zero was placed.

**Q.** Could the electrons rearrange and change that result?

**A.** No. In a mean-field calculation the Hamiltonian changes from $H$ to $H+C$. If $H\psi_i=\varepsilon_i\psi_i$, then

$$
(H+C)\psi_i=(\varepsilon_i+C)\psi_i .
$$

The orbitals are the same. At fixed $N$ the chemical potential also rises by $C$, so the differences $\varepsilon_i-\mu$ that determine the occupations are unchanged. The density, and with it the self-consistent potential apart from $C$, is therefore the same. A constant has no gradient, so the forces are unchanged too.

**Q.** Periodic codes do not ask me for $C$. Where does the freedom come from?

**A.** The periodic Poisson equation determines every Fourier component of the potential except the one at zero wavevector, which is its average. One convention sets this average to zero. That is a definite choice, but it does not in general give the bulk-like region of a defect cell the same potential as the bulk cell.

A neutral, compact, spherical charge density $\rho$ shows this. Alone in space, it has zero potential outside itself. Its potential $\phi$ inside still contributes to the cell average. Using $\nabla^2r^2=6$, two integrations by parts with vanishing boundary terms, and $\nabla^2\phi=-4\pi\rho$,

$$
6\int\phi\,d^3r=\int\phi\,\nabla^2r^2\,d^3r
=\int r^2\nabla^2\phi\,d^3r=-4\pi\int\rho r^2\,d^3r .
$$

Dividing by $6\Omega$, where $\Omega$ is the cell volume, gives the average

$$
\bar\phi=-\frac{2\pi}{3\Omega}\int\rho r^2\,d^3r .
$$

The zero-average convention subtracts $\bar\phi$ everywhere. Far from the charge the potential becomes $-\bar\phi$, and an electron there has energy

$$
V_{\rm far}=+\bar\phi=-\frac{2\pi}{3\Omega}\int\rho r^2\,d^3r .
$$

Take a positive unit Gaussian of width 1.0 bohr and a negative one of width 1.5 bohr. Each contributes three times its squared width, so $\int\rho r^2d^3r=3(1.0^2-1.5^2)=-3.75$ in atomic units. The computed offset is 0.001347 hartree for a cubic cell of edge 18 bohr and 0.000568 hartree for 24 bohr. Both agree with the formula, including its $1/\Omega$ dependence.

So a neutral defect can have a potential offset. Its total energy is insensitive to that offset because the offset multiplies $q=0$.

**Q.** For a charged defect, where exactly do the two zeros meet?

**A.** In the electron transfer. To form charge state $q$, we move $q$ electrons from the defect to a reservoir; for negative $q$ they move the other way. The reservoir level is $\varepsilon_v+E_F$, where $\varepsilon_v$ is the valence edge from the bulk cell and $E_F$ is measured from it. Without alignment,

$$
E_f^{\rm raw}(q)=E_D(q)-E_B-\Delta\mu+q(\varepsilon_v+E_F).
$$

Here $E_B$ is the bulk-cell energy and $\Delta\mu$ accounts for exchanged neutral atoms. The complete process conserves charge, so one common shift of all potentials would cancel. But $E_D$ and $\varepsilon_v$ come from different cells. If their potentials are shifted by $C_D$ and $C_B$, then $E_D$ changes by $-qC_D$, $\varepsilon_v$ by $C_B$, and the neutral bulk energy not at all:

$$
\Delta E_f^{\rm raw}=-qC_D+qC_B=q(C_B-C_D).
$$

Equal shifts cancel. Unequal shifts matter unless $q=0$.

**Q.** And the alignment term repairs this?

**A.** Yes. Define the offset in a region far from the defect as

$$
\Delta V=V_D^{\rm far}-V_B .
$$

A bulk level expressed on the defect cell's zero is $\varepsilon_v+\Delta V$, so

$$
E_f(q)=E_D(q)-E_B-\Delta\mu+q(\varepsilon_v+E_F+\Delta V).
$$

Under the two shifts, $\Delta V$ changes by $C_D-C_B$. The total change is

$$
-qC_D+q\left[C_B+(C_D-C_B)\right]=0 .
$$

This holds for either sign of $q$. It also holds for any sampling rule whose weights sum to one, since such an average of a constant is that constant. The rule must be the same before and after the shift.

**Q.** Can you show me numbers from a self-consistent calculation?

**A.** Here is a one-dimensional periodic model with a soft-Coulomb interaction, treated in the Hartree approximation without exchange or correlation. The host has eight nuclei of charge 2, spaced by 4 bohr. Replacing one by a nucleus of charge 4 gives $Z=18$, so the neutral defect cell has two electrons more than the host cell. These are model parameters, not those of a particular oxide.

The levels have a Fermi filling with $kT=0.005$ hartree, so $E$ here includes the electronic free energy. Its entropy depends on the occupations, which $C$ leaves alone. I place $E_F$ at the valence edge. I also choose $\Delta\mu$ once, so that the neutral formation energy is 0.100 hartree, and then hold it fixed.

Now shift the defect cell by $C=0.050$ hartree. For $q=0$, the electrons gain $18\times0.050=0.900$ hartree and the nuclei lose 0.900 hartree. The neutral formation energy stays at 0.100 hartree. Its starting value was chosen; its invariance was not.

For $q=+1$ there are 17 electrons:

$$
17(0.050)-18(0.050)=0.850-0.900=-0.050\ \text{hartree}.
$$

The unaligned formation energy falls from $-0.1037$ to $-0.1537$ hartree, a change of $-1.36$ eV. The offset, averaged over one host period, rises from 0.1166 to 0.1666 hartree. Alignment gives

$$
-0.1037+0.1166=0.0129,\qquad
-0.1537+0.1666=0.0129
$$

in hartree. For $q=+2$ the unaligned change doubles to $-0.100$ hartree, or $-2.72$ eV, while the aligned value remains 0.0537 hartree.

**Q.** What would this do to a charge transition level?

**A.** The $(+1/0)$ level is the $E_F$ at which the two formation energies are equal. Since the $q=+1$ energy rises as $+E_F$ and the neutral one is flat, the level lies at $E_f(0)-E_f(+1)$, with both energies taken at the valence edge. Without alignment it is $0.100+0.104=0.204$ hartree before the shift and 0.254 hartree after it. An arbitrary constant has moved it by 0.050 hartree within a gap 0.271 hartree wide. With alignment it is 0.087 hartree in both cases.

That last value is independent of $C$, but it is not yet the level of an isolated defect. No image-charge correction has been made to the energy, and the sampled offset still includes the long-range potential of the charged defect.

**Q.** You inserted $C$ into the energy by hand. Is there a check that does not use the nuclear term?

**A.** We can use the chemical potential, which sees $C$ through the electronic Hamiltonian alone. At fixed nuclei, $E(N;C)=E(N;0)+(N-Z)C$. Differentiating with respect to $N$ gives

$$
\mu(C)=\frac{\partial E(N;0)}{\partial N}+C .
$$

At $q=+1$, the slope from unshifted total energies at $17\pm0.002$ electrons is 0.321468 hartree. Adding 0.050000 gives 0.371468 hartree, the chemical potential found separately from the shifted Hamiltonian. This tests the electronic part of the shift, $NC$. The nuclear part, $-ZC$, does not depend on $N$ and drops out of the derivative; it follows from the opposite sign of the nuclear charge.

**Q.** My charged cell contains a uniform neutralizing background. Doesn't that make the whole cell neutral, and the constant harmless?

**A.** It makes the energy *including the background* insensitive to $C$. The background has total charge $-q$, so it gains $(-q)(-C)=+qC$, which cancels the particles' $-qC$.

This does not remove the need for alignment. In the zero-average convention the background's interaction with the potential is proportional to $\int\phi\,d^3r=0$. The energy including the background therefore equals the particle energy evaluated with the zero-average potential, and $\Delta V$ must be taken from that same potential. If you shift only the plotted potential by $C$ and leave this energy unchanged, the alignment term introduces an error of $+qC$.

**Q.** Then is alignment also the correction for periodic images?

**A.** No, and a different constant shows why. Add $\kappa$ to the interaction of unit charges throughout the cell, and let each charge also interact with itself in this way, as it does with its own periodic images. The potential is now generated by the net charge $q$ and acts back on that same charge, so its energy has a factor $1/2$:

$$
\Delta E_D=\tfrac12\kappa(N-Z)^2=\tfrac12\kappa q^2,
\qquad
\Delta V_D=\kappa(N-Z)=-\kappa q .
$$

The aligned formation energy changes by

$$
\tfrac12\kappa q^2+q(-\kappa q)=-\tfrac12\kappa q^2 .
$$

For $q=+2$ and $\kappa=0.020$ hartree, the energy rises by 0.040 hartree, the potential falls by 0.040 hartree, and alignment leaves an error of $-0.040$ hartree relative to the result without $\kappa$. The calculation confirms all three values.

The potential that the net charge produces on itself must therefore be handled separately. The offset $\bar\phi$ of a compact neutral part of the defect density is different, although the cell's own charge produces it too. It enters the energy through the two equal cross terms between the neutral part and the charge $q$; their halves add to $-q\bar\phi=-qV_{\rm far}$, which the alignment term $+q\Delta V$ cancels in full. In this example, one removes $-\kappa q$ from the sampled potential and $\frac12\kappa q^2$ from the energy. For real periodic images, one likewise subtracts a model of the long-range potential before reading the offset, and corrects the interaction energy separately. That model must contain the defect charge itself, its images and the neutralizing background.

**Q.** How far can I trust the offset itself?

**A.** Invariance under $C$ does not show that the sampled region is bulk-like. For $q=+2$, averaging over the far host period gives 0.1425 hartree, whereas sampling at the far nucleus gives 0.1372 hartree. Multiplied by $q=2$, this difference changes the formation energy by about 0.011 hartree, or 0.29 eV. Each rule removes $C$, yet the two disagree in this cell. Compare sampling rules and cell sizes after the long-range part has been subtracted.

**Q.** So for neutral defects I can forget about alignment?

**A.** For their formation energies, yes, provided the atomic references are neutral as well. It still matters if you compare a one-electron level from the neutral defect cell with the bulk band edges. That level carries the defect cell's zero, and its height above the valence edge is $\varepsilon_i-(\varepsilon_v+\Delta V)$. This requires a far region where the defect's own potential has died out. In the model the sampled neutral offset is 0.0425 hartree, or 1.16 eV, but none of it is a difference between the two zeros. In one dimension the Fourier transform of the soft-Coulomb interaction grows only logarithmically as $G\to0$, while that of a neutral symmetric defect charge vanishes as $G^2$. Hence $\int\phi\,dx=0$ and the zero-average convention subtracts nothing. The sampled value is the tail of the potential of the defect and its images in a small cell, and it should not be used to place a level. The numerical output lists the offsets for all three charge states.

## Computed results

```
host sites: 8 (count)
site spacing: 4.0 bohr
softening length: 1.0 bohr
electronic kT: 0.005 hartree
nuclear charge of defect cell: 18 e
applied shift C: 0.050 hartree
bulk valence edge: 0.165517 hartree
bulk gap: 0.270859 hartree
fixed atom-exchange energy: 2.335057 hartree
neutral defect, filling of level 9: 2.0000 electrons
neutral defect, filling of level 10: 0.0000 electrons
neutral defect, level 10 minus level 9: 0.129753 hartree
q=0 electronic energy change: 0.900000 hartree
q=0 nuclear energy change: -0.900000 hartree
q=0 offset before shift, period average: 0.042535 hartree
q=0 offset before shift, far nucleus: 0.040198 hartree
q=0 offset after shift, period average: 0.092535 hartree
q=0 unaligned E_f before shift: 0.100000 hartree
q=0 unaligned E_f after shift: 0.100000 hartree
q=0 aligned E_f before shift: 0.100000 hartree
q=0 aligned E_f after shift: 0.100000 hartree
q=0 unaligned change: 0.0000 eV
q=+1 electronic energy change: 0.850000 hartree
q=+1 nuclear energy change: -0.900000 hartree
q=+1 offset before shift, period average: 0.116558 hartree
q=+1 offset before shift, far nucleus: 0.117355 hartree
q=+1 offset after shift, period average: 0.166558 hartree
q=+1 unaligned E_f before shift: -0.103659 hartree
q=+1 unaligned E_f after shift: -0.153659 hartree
q=+1 aligned E_f before shift: 0.012899 hartree
q=+1 aligned E_f after shift: 0.012899 hartree
q=+1 unaligned change: -1.3606 eV
q=+2 electronic energy change: 0.800000 hartree
q=+2 nuclear energy change: -0.900000 hartree
q=+2 offset before shift, period average: 0.142483 hartree
q=+2 offset before shift, far nucleus: 0.137214 hartree
q=+2 offset after shift, period average: 0.192483 hartree
q=+2 unaligned E_f before shift: -0.231314 hartree
q=+2 unaligned E_f after shift: -0.331314 hartree
q=+2 aligned E_f before shift: 0.053652 hartree
q=+2 aligned E_f after shift: 0.053652 hartree
q=+2 unaligned change: -2.7211 eV
q=+1 unshifted energy slope dE/dN: 0.321468 hartree
q=+1 shifted chemical potential: 0.371468 hartree
pair-interaction constant kappa: 0.020 hartree
q=+2 energy change from kappa: 0.040000 hartree
q=+2 potential change from kappa: -0.040000 hartree
q=+2 aligned change left by kappa: -0.040000 hartree
narrow positive Gaussian width: 1.0 bohr
wide negative Gaussian width: 1.5 bohr
neutral 3D far offset, edge 18 bohr: 0.001347 hartree
neutral 3D far offset, edge 24 bohr: 0.000568 hartree
```
